# Single-Valley Envelope Equation from Bloch States, with Interband and Intervalley Limits

## Definitions and conventions

The Hamiltonian is $H=H_0+U(\mathbf r)$, where $H_0=p^2/2m_e+V(\mathbf r)$ describes a perfect crystal and $U$ is a given electron potential energy. If carriers screen an applied field, $U$ is the total, self-consistent potential. The treatment is one-electron and omits spin-orbit coupling, so spin only doubles each level.

The Bloch states are

$$\psi_{n\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{(2\pi)^{3/2}}u_{n\mathbf k},\qquad H_0\psi_{n\mathbf k}=E_n(\mathbf k)\psi_{n\mathbf k},$$

where $u$ has the lattice period and the cell average of $|u|^2$ is 1. Brackets between $u$'s denote cell averages. Hence $\langle n\mathbf k|n'\mathbf k'\rangle=\delta_{nn'}\delta(\mathbf k-\mathbf k')$. The Fourier convention is

$$U(\mathbf r)=\int\tilde U(\mathbf q)e^{i\mathbf q\cdot\mathbf r}d^3q,\qquad \tilde U(\mathbf q)=\frac1{(2\pi)^3}\int U(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r .$$

Reciprocal-lattice vectors are $\mathbf G$. Band $c$ has a non-degenerate minimum of energy $E_v$ at $\mathbf k_v$, with inverse-mass tensor $M^{-1}_{ij}=\hbar^{-2}\partial_i\partial_jE_c(\mathbf k_v)$. The equation to be obtained is

$$\Big[E_v-\frac{\hbar^2}{2}\nabla\cdot M^{-1}\nabla+U(\mathbf r)\Big]F=EF,\qquad \psi\simeq e^{i\mathbf k_v\cdot\mathbf r}u_{c\mathbf k_v}F. \tag{1}$$

## Exact equations in the Bloch basis

Expand $\psi=\sum_n\int a_n(\mathbf k)\psi_{n\mathbf k}d^3k$ over one Brillouin zone. Projecting $(H-E)\psi=0$ on $\psi_{n\mathbf k}$ gives

$$[E_n(\mathbf k)-E]a_n(\mathbf k)+\sum_{n'}\int\langle n\mathbf k|U|n'\mathbf k'\rangle a_{n'}(\mathbf k')d^3k'=0. \tag{2}$$

The product of two cell-periodic functions is periodic, so

$$u^*_{n\mathbf k}u_{n'\mathbf k'}=\sum_{\mathbf G}B_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad B_{\mathbf G}=\langle u_{n\mathbf k}|e^{-i\mathbf G\cdot\mathbf r}|u_{n'\mathbf k'}\rangle .$$

Inserting this series in the matrix element and using the definition of $\tilde U$,

$$\langle n\mathbf k|U|n'\mathbf k'\rangle=\sum_{\mathbf G}B_{\mathbf G}\frac{1}{(2\pi)^3}\int U e^{-i(\mathbf k-\mathbf k'-\mathbf G)\cdot\mathbf r}d^3r
=\sum_{\mathbf G}B_{\mathbf G}\tilde U(\mathbf k-\mathbf k'-\mathbf G). \tag{3}$$

Nothing has been approximated yet. Slow variation means that $\tilde U(\mathbf q)$ is concentrated at $q$ much smaller than the reciprocal-lattice vectors and the valley separations. It acts differently on the different terms of (3).

## Where slow variation acts

**Same valley, $\mathbf G\ne0$.** Both wavevectors lie near $\mathbf k_v$, so the argument of $\tilde U$ is close to $-\mathbf G$. These terms disappear because $U$ has no appreciable Fourier content there.

**Same valley, different bands.** The $\mathbf G=0$ term has a small argument, where $\tilde U$ is large. What makes it small is orthogonality. At equal wavevectors $B_0=\delta_{nn'}$; for $n\ne n'$ the first surviving term is

$$B_0\simeq(\mathbf k'-\mathbf k)\cdot\mathbf X_{nn'},\qquad \mathbf X_{nn'}=\langle u_n|\nabla_{\mathbf k}u_{n'}\rangle .$$

To find $\mathbf X$, differentiate $H_{\mathbf k}u_{n'}=E_{n'}u_{n'}$ with $H_{\mathbf k}=(\mathbf p+\hbar\mathbf k)^2/2m_e+V$:

$$(\nabla_{\mathbf k}H_{\mathbf k})u_{n'}+H_{\mathbf k}\nabla_{\mathbf k}u_{n'}=(\nabla_{\mathbf k}E_{n'})u_{n'}+E_{n'}\nabla_{\mathbf k}u_{n'} .$$

Projection on $u_n$ removes the first term on the right and turns $H_{\mathbf k}$ into $E_n$, so

$$\mathbf X_{nn'}=\frac{\langle u_n|\nabla_{\mathbf k}H_{\mathbf k}|u_{n'}\rangle}{E_{n'}-E_n}. \tag{4}$$

With $\mathbf q=\mathbf k-\mathbf k'$, the element is $-\mathbf q\,\tilde U(\mathbf q)\cdot\mathbf X_{nn'}$. Since $\nabla U$ has the transform $i\mathbf q\tilde U$, the element acts in real space as $i\mathbf X_{nn'}\cdot\nabla U$: a force times an interband length. It is not zero. For a remote band, (2) gives the amplitude

$$F_n\simeq-\frac{i\mathbf X_{nc}\cdot\nabla U}{E_n-E}F .$$

Putting this back into the equation for band $c$ adds $-\sum_n|\mathbf X_{nc}\cdot\nabla U|^2/(E_n-E)$. A lower band therefore pushes the level up by about (force × length)²/gap. Slow variation makes the term small, and a large direct gap helps.

**Same valley, same band.** The Berry connection $\mathbf A=i\langle u_c|\nabla_{\mathbf k}u_c\rangle$ can be set to zero at $\mathbf k_v$ by a choice of phase of $u_{c\mathbf k}$. Then $B_0=1$ with corrections that begin at second order in small wavevectors.

In one dimension the phase can be chosen so that $\langle u|u'\rangle=0$ throughout the valley, the prime being $d/dk$. Differentiation gives $\langle u'|u'\rangle+\langle u|u''\rangle=0$, and therefore

$$B_0=1-\tfrac12 g\,(k-k')^2,\qquad g=\langle u'|u'\rangle=\sum_{n\ne c}|X_{nc}|^2\equiv\xi^2 .$$

Because $-(k-k')^2\tilde U(k-k')$ is the transform of $U''$, the leading correction is

$$\delta U=\tfrac12 g\,U''(x). \tag{5}$$

In three dimensions Berry curvature can add terms containing one gradient of $U$ and one of $F$, the same derivative order as (5). Time reversal makes the curvature odd in $\mathbf k$ and inversion makes it even, so it vanishes where both hold. III-V crystals lack inversion, but in this spin-free treatment the curvature of a non-degenerate band still vanishes at $\Gamma$ and L by time reversal, and on the $\Gamma$-X axis by mirror symmetry. Valleys at less symmetric points of crystals without inversion need a check.

**Different valleys.** With $\mathbf k=\mathbf k_v+\mathbf q$ and $\mathbf k'=\mathbf k_{v'}+\mathbf q'$, the elements contain

$$\tilde U(\mathbf k_v-\mathbf k_{v'}-\mathbf G+\mathbf q-\mathbf q').$$

Orthogonality gives no general protection here; the removal rests on $\tilde U$ being negligible at these arguments. The relevant distance is the smallest $|\mathbf k_v-\mathbf k_{v'}-\mathbf G|$ over all $\mathbf G$ with non-zero $B_{\mathbf G}$, which need not be the one with $\mathbf G=0$.

## The envelope equation

For an energy near $E_v$, amplitudes in other bands or far from the valleys have large factors $E_n(\mathbf k)-E$ and weak driving elements. Keep band $c$ in one valley, write $f(\mathbf q)=a_c(\mathbf k_v+\mathbf q)$, and set $B_0=1$. Equation (2) becomes

$$[E_c(\mathbf k_v+\mathbf q)-E]f(\mathbf q)+\int\tilde U(\mathbf q-\mathbf q')f(\mathbf q')d^3q'=0. \tag{6}$$

The integral belongs to the valley region. It may be extended to all $\mathbf q'$ when $f$ has negligible tails outside. Define

$$F(\mathbf r)=\frac1{(2\pi)^{3/2}}\int f(\mathbf q)e^{i\mathbf q\cdot\mathbf r}d^3q .$$

Multiply (6) by $e^{i\mathbf q\cdot\mathbf r}/(2\pi)^{3/2}$ and integrate over $\mathbf q$. With $\mathbf Q=\mathbf q-\mathbf q'$, the potential term factorizes:

$$\int\tilde U(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r}d^3Q\;\frac1{(2\pi)^{3/2}}\int f(\mathbf q')e^{i\mathbf q'\cdot\mathbf r}d^3q'=U(\mathbf r)F(\mathbf r).$$

In the band term each $\mathbf q$ is produced by $-i\nabla$ acting on the exponential. The result is

$$[E_c(\mathbf k_v-i\nabla)+U(\mathbf r)]F=EF. \tag{7}$$

At a minimum the linear term of $E_c$ vanishes, so to second order $E_c=E_v+\frac{\hbar^2}{2}\mathbf q\cdot M^{-1}\mathbf q$. Replacing $\mathbf q$ by $-i\nabla$ gives (1), the minus sign coming from $(-i)^2$.

For the wavefunction,

$$\psi=\frac{e^{i\mathbf k_v\cdot\mathbf r}}{(2\pi)^{3/2}}\int f(\mathbf q)e^{i\mathbf q\cdot\mathbf r}u_{c,\mathbf k_v+\mathbf q}d^3q
\simeq e^{i\mathbf k_v\cdot\mathbf r}\left[u_{c\mathbf k_v}F-i(\nabla_{\mathbf k}u_c)_{\mathbf k_v}\cdot\nabla F\right].$$

The first term is the form in (1). The second is smaller by roughly $q\xi$, where $\xi$ is the interband length and $q$ a typical wavevector in $F$. It is the leading correction when $F$ includes the full band dispersion, as in (7). An $F$ taken from (1) also carries an error from nonparabolicity, which can be larger: in the worked example $q\xi$ is about 1.4%, while the total error of the wavefunction in (1) is about 3%.

The mass follows from the same algebra. Start from $\partial_iE_c=\langle u_c|\partial_iH_{\mathbf k}|u_c\rangle$, differentiate again, and insert $\partial_ju_c=\sum_{n\ne c}X^j_{nc}u_n$; any component along $u_c$ is imaginary and cancels. With (4),

$$M^{-1}_{ij}=\frac{\delta_{ij}}{m_e}+\frac{2}{m_e^2}\,\mathrm{Re}\sum_{n\ne c}\frac{\langle c|p_i|n\rangle\langle n|p_j|c\rangle}{E_c-E_n}. \tag{8}$$

Equations (4) and (8) were tested in a continuum crystal with potential $12\cos2\pi x$, in units $\hbar^2/2m_e=1$ and period 1, at $k=0.4\pi$. For a Gaussian $U$ of width parameter 8 and a wavevector change of 0.01, the element between the two lowest bands, integrated in real space, was 1.0042 times the small-$q$ law. The lowest-band curvature was 1.33783 both from finite differences and from the sum in (8); the free-electron value is 2.

## Second case: a sharp feature couples two valleys

Let valleys at $\pm k_0$ share the real envelope $F(x)$, with $\int F^2dx=1$, and add a weak sharp potential $\delta U$. Time reversal makes the two diagonal elements equal, say $d$. By (3) the off-diagonal element is

$$W=\sum_GB_G\int F^2\,\delta U\,e^{-i(2k_0-G)x}dx .$$

The matrix with $d$ on the diagonal and $W,W^*$ off it has eigenvalues $d\pm|W|$. The splitting is therefore

$$\Delta=2|W|. \tag{9}$$

This is first-order degenerate perturbation theory: $\delta U$ must not reshape $F$ appreciably. If coupling is comparable with the level spacing, solve two equations of type (1) together with the intervalley terms. For valleys offset by an energy $D$ that is much larger than $|W|$ but well below the envelope-level spacing, the leading shift due to intervalley coupling is instead of size $|W|^2/D$, in addition to each valley's own diagonal shift. At larger $D$, a sharp feature also couples to the excited envelope levels of the other valley, and their contributions must be summed.

## Worked example: a smooth channel well

The model is a chain of atomic planes with spacing $s=0.09$ nm and two orbitals per plane. With $\theta=ks$ and energies in eV, its Bloch matrix has

$$h_u=8.0-3.4\cos\theta+1.8\cos2\theta,\quad h_l=-1.0+1.0\cos\theta,\quad h_{ul}=1.4i\sin2\theta .$$

The conduction minima are at $\theta_0=\pm0.3779\pi$, or $k_0=13.19$ nm⁻¹. There $h_u=5.43$, $h_l=-0.63$ and $|h_{ul}|=0.97$ eV, so

$$E_v=\tfrac12(h_u+h_l)+\sqrt{\tfrac14(h_u-h_l)^2+|h_{ul}|^2}=5.58\ \text{eV}.$$

The direct gap is 6.36 eV, the valley mass is $m=1.43\,m_e$, and the interband length is $\xi=0.0306$ nm.

The potential is $U=-U_0e^{-x^2/2w^2}$, with $U_0=0.1$ eV, $w=3$ nm and $x$ measured from the well centre.

**Levels.** A hand estimate starts from the bottom of the well,

$$U\simeq-U_0+\frac{U_0x^2}{2w^2}-\frac{U_0x^4}{8w^4}.$$

With $\hbar^2/m_e=0.0762$ eV nm², $\hbar^2/m=0.0532$ eV nm². The oscillator energy is

$$\hbar\omega=\sqrt{0.0532\times0.1/9}=0.0243\ \text{eV},$$

and $b^2=\hbar/m\omega=0.0532/0.0243=2.19$ nm². Since $\langle x^4\rangle=\tfrac34b^4$ in the ground state, the quartic term contributes $-0.55$ meV. The estimate is $-100+12.16-0.55=-88.4$ meV relative to $E_v$.

Numerical solutions of (1) and of the complete two-band chain give, in meV:

- ground level: $-88.397$ and $-88.426$;
- first excited level: $-66.370$ and $-66.540$;
- second excited level: $-46.792$ and $-47.170$.

The envelope energy is too high by 0.03 meV in the ground state and by 0.38 meV in the third level. Relative to the 22.0 meV spacing of the lowest levels, these are 0.13% and 1.7%.

Doubling $w$ at fixed depth reduces the ground-state error by a factor of 3.73. The harmonic limit predicts 4. There $\hbar\omega\propto1/w$ and $q^2\sim1/b^2\propto1/w$. A quartic band term contributes as $q^4\propto w^{-2}$; a cubic one, in second order, contributes as $q^6/\hbar\omega\propto w^{-2}$; and (5) also scales as $w^{-2}$. Finite well depth is a plausible cause of the difference from 4, but was not isolated.

**Interband correction.** At the well centre $U''=U_0/w^2=0.0111$ eV/nm², so (5) gives at most

$$\tfrac12(0.0306)^2(0.0111)\ \text{eV}=5.2\ \mu\text{eV}.$$

Averaging over $F^2$ gives 4.30 μeV. The difference between the two-band chain and a one-band chain with the same $E_c(k)$ is 4.25 μeV. The force-squared term is far smaller, about 0.015 μeV. The interband correction raises the true level, so it partly cancels the error of the parabolic approximation. That approximation alone puts the envelope level about 0.032 meV too high, and the correction reduces the difference to 0.028 meV.

**Intervalley coupling.** For this chain $G=2\pi/s=69.8$ nm⁻¹. The distances to compare are $2k_0=26.4$ nm⁻¹ and $|2k_0-G|=43.4$ nm⁻¹. Between valley-bottom Bloch states, the $G=0$ Fourier factor of the smooth well is

$$e^{-(2k_0w)^2/2}\approx10^{-1360}.$$

This is not the bound-state splitting, which also depends on $F$. The diagonalized splitting is below $10^{-10}$ eV, a numerical upper bound.

Now add at the well centre, which lies $0.1s$ from a plane, a Gaussian feature 1 meV high with width parameter $\sigma$. The orbitals sit on the planes, so $B_G$ is the same for every $G$. With $u_+=(\cos\varphi,i\sin\varphi)$ up to phase and $u_-=u_+^*$,

$$|B|=|\cos2\varphi|=\frac{h_u-h_l}{6.36\ \text{eV}}=0.952 .$$

Splittings in μeV are:

| $\sigma$ (nm) | full chain | (9), all retained $G$ | $G=0$ alone |
|---|---|---|---|
| 0.04 | 53.8 | 53.7 | 40.3 |
| 0.07 | 23.6 | 23.5 | 22.5 |
| 0.10 | 5.63 | 5.57 | 5.55 |

At $\sigma=0.04$ nm, the term with $|2k_0-G|=43.4$ nm⁻¹ has relative weight

$$e^{-(43.4^2-26.4^2)\sigma^2/2}\approx0.39 .$$

Its phase depends on where the feature sits relative to the planes. Here it adds mostly in phase, and omitting umklapp would lose a quarter of the splitting. At $\sigma=0.10$ nm its weight is negligible.

## Relation to real devices

The parameters are in the rough regime of diamond's conduction valleys: a cubic edge near 0.36 nm, an indirect gap of 5 to 6 eV, and longitudinal and transverse masses near 1.4 and 0.3 $m_e$. The levels belong to the model, not to measured diamond. The same holds for the interband correction and the valley splittings. The value $|B|=0.952$, equal for every $G$, comes from orbitals sitting as points on the planes. A rough empirical-pseudopotential estimate gives $|B_0|$ near 0.5 for diamond and below 0.2 for silicon, an umklapp coefficient at $2\pi/s$ about ten times smaller than $B_0$, and a direct gap at the diamond valley about twice the chain's. The size of the umklapp contribution found above is therefore specific to the chain. The well's largest field is 0.20 MV/cm, about 2% of a rough breakdown field of 10 MV/cm. Its total potential change, 0.1 eV, is below the 5.58 eV gap, so the well cannot drive interband Zener tunnelling. The Zener factor in the numerical output is for an unlimited uniform field equal to the well's largest field, and does not describe this well. An abrupt interface breaks the smoothness assumption. The 1 meV feature with $\sigma=0.04$ nm moves the paired levels apart by 0.054 meV, or 0.24% of the level spacing; an interface barrier of order 1 eV reshapes $F$, so it cannot be treated as the weak $\delta U$ of (9). If $F$ is first solved with the barrier included and (9) is evaluated with the total potential, the chain's splitting for a 1 eV step is reproduced only to about 3 to 12%, depending on the edge width. A real interface also changes the Bloch functions, so accurate values call for an atomistic or matched-boundary treatment.

The chain also simplifies the reciprocal lattice. For a diamond-type crystal with edge $a=4s$, the vector $4\pi/a=34.9$ nm⁻¹ lies only 8.5 nm⁻¹ from $2k_0$. A quarter-turn combined with a shift $s$ along the valley axis is a symmetry. It multiplies a non-degenerate axial valley state by $\pm e^{-ik_0s}$. In $\psi_{k_0}^*\psi_{-k_0}=(\psi_{k_0}^*)^2$ the sign disappears, so the plane-averaged periodic factor has period $s$ and contains no $4\pi/a$ component. This protection applies to a potential varying only along the axis, at zero transverse wavevector. Disorder across the plane removes it.

One valley's equation does not determine the population. With the same well and mass 0.3 $m_e$ along the confinement direction, the ground level of the other valleys lies 12.3 meV higher. This is less than $k_BT=25.9$ meV at 300 K, so those valleys must be included in a room-temperature channel. For the lowest level of the two heavy-mass valleys, with spin, degeneracy becomes important when the sheet density in that level alone is near

$$n\sim\frac{2m_t}{\pi\hbar^2}k_BT=\frac{2(0.3)}{\pi(0.0762)}(0.0259)\ \text{nm}^{-2}
\approx6.5\times10^{12}\ \text{cm}^{-2}.$$

This is not the total density of the channel: at 300 K the higher levels and the other valleys together hold several times more carriers.

A sheet of $10^{11}$ cm⁻² produces a field of 0.016 MV/cm for a rough relative permittivity of 5.7, already 8% of the well's largest field. If these carriers occupy the ground level and their field is symmetric about the well, the spacing of the lowest two levels falls by about 1 meV, far more than the 0.03 meV ground-state error of the envelope equation. Even at this density, accurate levels require $U$ to be found together with Poisson's equation.

For implementation, solve (1) and then use its $F$ to evaluate (5), the force-squared term and (9). Compare each with the level spacing, and compare (7) with (1) to size nonparabolicity. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
continuum: interband element / small-q law = 1.0042
continuum: curvature difference/k.p = 1.33783 / 1.33783
plane spacing = 0.09 nm
upper orbital: energy 8.0, hoppings -1.7, 0.9 eV
lower orbital: energy -1.0, hopping 0.5 eV; coupling 0.7 eV
well depth = 0.1 eV, width parameter = 3.0 nm
valley k0 = 13.190 1/nm = 0.3779 pi/spacing
2 k0 = 26.38 1/nm; G = 69.81 1/nm
|2 k0 - G| = 43.43 1/nm
valley energy = 5.5838 eV
indirect gap = 5.584 eV, direct gap at k0 = 6.362 eV
valley mass = 1.4316 electron masses
interband length xi = 0.0306 nm
valley overlap |B| = 0.9522
level 0: full -88.426, envelope -88.397, difference -0.0282 meV
level 1: full -66.540, envelope -66.370, difference -0.1691 meV
level 2: full -47.170, envelope -46.792, difference -0.3778 meV
ground error, width 6.0 nm = -0.00757 meV
error ratio on doubling width = 3.73
interband shift: measured 4.254 ueV
interband shift: (g/2)<U''> = 4.301 ueV
force-squared interband estimate = 0.01519 ueV
log10 smooth intervalley factor at 2 k0 = -1360
smooth-well splitting below 1e-10 eV: True
sharp feature height = 1.0 meV
sigma 0.04 nm: splitting full 53.7728, formula 53.6565, G=0 only 40.2575 ueV
sigma 0.07 nm: splitting full 23.6167, formula 23.4651, G=0 only 22.4584 ueV
sigma 0.10 nm: splitting full 5.6279, formula 5.5653, G=0 only 5.5530 ueV
largest field in well = 0.202 MV/cm
field / rough breakdown field (10.0 MV/cm) = 0.020
log10 Zener tunnelling factor = -2317
rough transverse mass = 0.3 electron masses
ground level, transverse-mass valleys = -76.10 meV
their offset above ground = 12.30 meV
level spacing = 22.03 meV
kT at 300 K = 25.85 meV
sheet density where degeneracy sets in = 6.48e+12 cm^-2
own field of 1e11 cm^-2 (rough eps 5.7) = 0.0159 MV/cm
```
